# Mandelstam variables, the cross section dσ/dt and the limits of t

## The problem

Two particles collide and two come out, \(1+2\to3+4\), with masses \(m_1,\dots,m_4\) that may all differ. The four-momenta satisfy \(p_1+p_2=p_3+p_4\) and \(p_i^2=m_i^2\). Define

\[
s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .
\]

(a) What is \(s+t+u\)?

(b) Express \(d\sigma/dt\) through the squared amplitude \(|M|^2\), the energy variable \(s\) and the masses.

(c) Between which limits does \(t\) run at fixed \(s\)?

(d) Evaluate the limits and the total cross section for \(e^-e^+\to\mu^-\mu^+\) at \(\sqrt s=300\) MeV, at tree level with one exchanged photon.

Units are such that \(\hbar=c=1\), and the metric is \((+,-,-,-)\), so \(p^2=E^2-|\mathbf p|^2\). One-particle states are normalised to \(2E\) particles per unit volume. The symbol \(|M|^2\) means the squared amplitude averaged over initial spins and summed over final spins. With no spin direction singled out, it depends on \(s\) and \(t\) alone. Particles 3 and 4 are taken to be distinguishable.

## A tempting solution

Work in the centre-of-mass frame, where the incoming momenta are opposite and have magnitude \(p_i\). The collision turns the momentum through an angle \(\theta\) and transfers no energy. The momentum transfer then has magnitude \(2p_i\sin(\theta/2)\), so

\[
t=-4p_i^2\sin^2\frac{\theta}{2}=-2p_i^2(1-\cos\theta).
\]

Since \(-1\le\cos\theta\le1\), the limits are \(-4p_i^2\le t\le0\). The angular cross section for two-body scattering, derived below, is

\[
\frac{d\sigma}{d\Omega}=\frac{|M|^2}{64\pi^2 s}\,\frac{p_f}{p_i},
\]

where \(p_f\) is the magnitude of the outgoing momenta. From \(dt=2p_i^2\,d\cos\theta\) and \(d\Omega=2\pi\,d\cos\theta\) follows \(d\Omega=\pi\,dt/p_i^2\), and therefore

\[
\frac{d\sigma}{dt}=\frac{|M|^2\,p_f}{64\pi s\,p_i^3}\qquad\text{(wrong in general)}.
\]

## Where it fails

Part (a) provides a test. Expand the three squares:

\[
\begin{aligned}
s&=m_1^2+m_2^2+2p_1\cdot p_2,\\
t&=m_1^2+m_3^2-2p_1\cdot p_3,\\
u&=m_1^2+m_4^2-2p_1\cdot p_4 .
\end{aligned}
\]

Their sum is

\[
s+t+u=3m_1^2+m_2^2+m_3^2+m_4^2+2p_1\cdot(p_2-p_3-p_4).
\]

Momentum conservation gives \(p_2-p_3-p_4=-p_1\). The last term is therefore \(-2p_1^2=-2m_1^2\), and

\[
\boxed{\,s+t+u=m_1^2+m_2^2+m_3^2+m_4^2\,}.
\]

This answers (a). It uses conservation and the mass-shell conditions, and no particular frame. At fixed \(s\), an increase of \(t\) is matched by an equal decrease of \(u\), so two of the three variables are independent.

Now apply the tempting formula to \(e^-e^+\to\mu^-\mu^+\). Particle 4 leaves opposite to particle 3, so the same reasoning gives \(u=-2p_i^2(1+\cos\theta)\), and

\[
s+t+u=s-4p_i^2=4m_e^2 ,
\]

because each electron has energy \(\sqrt s/2\), so that \(s=4(m_e^2+p_i^2)\). The sum rule requires \(2m_e^2+2m_\mu^2\). With \(m_e=0.511\) MeV and \(m_\mu=105.658\) MeV, the tempting formula gives about \(1\) MeV² where \(22328\) MeV² is needed.

The fault lies in the word "turns". A rotation keeps the length of a vector, but the outgoing momentum has magnitude \(p_f\), not \(p_i\). Here part of the electrons' kinetic energy has become muon mass, so \(p_f<p_i\). No energy is transferred between particles 1 and 3 in this reaction, since all four have energy \(\sqrt s/2\), but for general masses that assumption fails too.

The tempting expression for \(t\) needs \(p_f=p_i\) and \(E_3=E_1\). Then \(m_3^2=E_3^2-p_f^2=E_1^2-p_i^2=m_1^2\), and since \(E_4=\sqrt s-E_3=E_2\), also \(m_4=m_2\). It belongs to elastic scattering, with particle 3 having the mass of particle 1.

## The right solution

### Energies and momenta

In the centre-of-mass frame \(p_1+p_2=(\sqrt s,\mathbf 0)\). Write \(p_2=(p_1+p_2)-p_1\) and square:

\[
m_2^2=s+m_1^2-2\sqrt s\,E_1
\quad\Longrightarrow\quad
E_1=\frac{s+m_1^2-m_2^2}{2\sqrt s}.
\]

The same step for the final pair gives

\[
E_3=\frac{s+m_3^2-m_4^2}{2\sqrt s}.
\]

The initial momentum follows from \(p_i^2=E_1^2-m_1^2\):

\[
\begin{aligned}
4s\,p_i^2&=(s+m_1^2-m_2^2)^2-4s\,m_1^2\\
&=s^2+m_1^4+m_2^4-2s\,m_1^2-2s\,m_2^2-2m_1^2m_2^2 .
\end{aligned}
\]

The right side is the Källén function

\[
\lambda(a,b,c)=a^2+b^2+c^2-2ab-2ac-2bc
\]

at \(a=s\), \(b=m_1^2\), \(c=m_2^2\). With \(\lambda_i=\lambda(s,m_1^2,m_2^2)\) and \(\lambda_f=\lambda(s,m_3^2,m_4^2)\),

\[
p_i^2=\frac{\lambda_i}{4s},\qquad p_f^2=\frac{\lambda_f}{4s}.
\]

The factorised form

\[
\lambda_f=\left[s-(m_3+m_4)^2\right]\left[s-(m_3-m_4)^2\right]
\]

shows that \(p_f\) vanishes at \(\sqrt s=m_3+m_4\). Below this threshold the reaction is impossible, because \(\sqrt s=E_3+E_4\ge m_3+m_4\).

### Flux and phase space

The cross section is the transition rate divided by the incident flux:

\[
\sigma=\frac1F\int|M|^2(2\pi)^4\delta^4(p_1+p_2-p_3-p_4)
\frac{d^3p_3}{(2\pi)^32E_3}\frac{d^3p_4}{(2\pi)^32E_4}.
\]

The flux factor is \(F=4E_1E_2|\mathbf v_1-\mathbf v_2|\): two densities \(2E_1\) and \(2E_2\) times the relative velocity. For opposite momenta the speeds \(p_i/E_1\) and \(p_i/E_2\) add, so

\[
F=4E_1E_2\left(\frac{p_i}{E_1}+\frac{p_i}{E_2}\right)=4p_i(E_1+E_2)=4p_i\sqrt s=2\sqrt{\lambda_i}.
\]

In the integral, the three-dimensional momentum delta function fixes \(\mathbf p_4=-\mathbf p_3\). The powers of \(2\pi\) combine to \((2\pi)^{4-6}=1/(4\pi^2)\). With \(p=|\mathbf p_3|\) and \(d^3p_3=p^2\,dp\,d\Omega\),

\[
d\sigma=\frac{|M|^2}{4\pi^2F}\,\frac{p^2\,dp\,d\Omega}{4E_3E_4}\,
\delta(\sqrt s-E_3-E_4).
\]

The total energy \(E_3+E_4\) grows with \(p\), so the delta function selects the single value \(p=p_f\). To integrate over it, divide by the derivative

\[
\frac{d(E_3+E_4)}{dp}=\frac p{E_3}+\frac p{E_4}
=\frac{p(E_3+E_4)}{E_3E_4}=\frac{p_f\sqrt s}{E_3E_4}
\quad\text{at }p=p_f .
\]

What remains of the momentum factors is

\[
\frac{p_f^2}{4E_3E_4}\,\frac{E_3E_4}{p_f\sqrt s}=\frac{p_f}{4\sqrt s}.
\]

Inserting \(F=4p_i\sqrt s\) gives

\[
\frac{d\sigma}{d\Omega}=\frac{|M|^2}{4\pi^2}\,\frac1{4p_i\sqrt s}\,\frac{p_f}{4\sqrt s}
=\frac{|M|^2}{64\pi^2s}\,\frac{p_f}{p_i}.
\]

The angular formula in the tempting solution was therefore correct. Its error entered with the change of variable.

### From angle to t

For general masses,

\[
t=m_1^2+m_3^2-2p_1\cdot p_3
=m_1^2+m_3^2-2E_1E_3+2p_ip_f\cos\theta .
\]

The plus sign arises because the metric gives \(p_1\cdot p_3=E_1E_3-p_ip_f\cos\theta\). At fixed \(s\) all quantities except \(\cos\theta\) are constant, hence

\[
dt=2p_ip_f\,d\cos\theta .
\]

Since \(|M|^2\) does not depend on azimuth, that integration gives \(2\pi\):

\[
\frac{d\sigma}{dt}=\frac{2\pi}{2p_ip_f}\,\frac{d\sigma}{d\Omega}
=\frac{\pi}{p_ip_f}\,\frac{|M|^2}{64\pi^2s}\,\frac{p_f}{p_i}
=\frac{|M|^2}{64\pi s\,p_i^2}.
\]

With \(4s\,p_i^2=\lambda_i\), the denominator is \(16\pi\lambda_i\), and the answer to (b) is

\[
\boxed{\,\frac{d\sigma}{dt}=\frac{|M|^2}{16\pi\,\lambda(s,m_1^2,m_2^2)}\,}.
\]

The final momentum has cancelled. Apart from \(|M|^2\), the density in \(t\) depends only on \(s\) and the initial masses; the final masses enter through the limits of the allowed range. When both initial masses are negligible compared with \(\sqrt s\), \(\lambda_i\to s^2\) and \(d\sigma/dt\to|M|^2/(16\pi s^2)\). The formula requires \(p_i>0\), since at \(p_i=0\) there is no incident flux to divide by.

If particle 2 is massive and initially at rest, \(t\) has a direct meaning. Conservation gives \(p_1-p_3=p_4-p_2\), so \(t=m_2^2+m_4^2-2m_2E_4^{\rm rest}\), where \(E_4^{\rm rest}\) is the energy of particle 4 in that frame. A distribution in \(t\) is then a distribution in recoil energy, and a constant \(|M|^2\) makes it flat.

### The limits

The extremes of \(t\) occur at \(\cos\theta=\pm1\). Call the upper limit \(t_+\) and the lower one \(t_-\):

\[
t_\pm=m_1^2+m_3^2-2E_1E_3\pm2p_ip_f .
\]

Inserting the energies and \(2p_ip_f=\sqrt{\lambda_i\lambda_f}/(2s)\) gives the answer to (c):

\[
\boxed{\,t_\pm=m_1^2+m_3^2-\frac{(s+m_1^2-m_2^2)(s+m_3^2-m_4^2)\mp\sqrt{\lambda_i\lambda_f}}{2s}\,}.
\]

A second form makes the sign of \(t\) easier to judge. Replace \(m_1^2\) by \(E_1^2-p_i^2\) and \(m_3^2\) by \(E_3^2-p_f^2\), and collect squares:

\[
t_\pm=(E_1-E_3)^2-(p_i\mp p_f)^2,\qquad
E_1-E_3=\frac{m_1^2-m_2^2-m_3^2+m_4^2}{2\sqrt s}.
\]

For elastic scattering, \(m_3=m_1\) and \(m_4=m_2\), this gives \(t_+=0\) and \(t_-=-4p_i^2\), the limits of the tempting solution. If all masses are negligible, \(p_i=p_f=\sqrt s/2\) and the range is \(-s\le t\le0\).

The upper limit can be positive. Take \(m_1=m_4=3\) GeV and \(m_2=m_3=1\) GeV, with particle 2 at rest and a beam momentum of 4 GeV. Then \(E_1^{\rm rest}=5\) GeV and \(s=9+1+2\cdot5\cdot1=20\) GeV². The initial and final pairs have the same masses, so \(p_i=p_f\), and

\[
t_+=(E_1-E_3)^2=\frac{(9-1-1+9)^2}{4\cdot20}=3.2\ \text{GeV}^2 .
\]

Also \(\lambda_i=(20-10)^2-4\cdot9=64\) GeV⁴, using \(\lambda_i=(s-m_1^2-m_2^2)^2-4m_1^2m_2^2\). Hence \(4p_i^2=64/20=3.2\) GeV² and \(t_-=0\). The upper limit is positive because, with \(p_i=p_f\), forward scattering in the centre-of-mass frame transfers energy but no three-momentum. The value \(t_-=0\) is special to this \(s\): for these masses, in GeV units, \((E_1-E_3)^2=64/s\) and \(4p_i^2=[(s-10)^2-36]/s\), so \(t_-=[100-(s-10)^2]/s=20-s\), which is negative for \(s>20\) GeV².

The length of the range is

\[
t_+-t_-=4p_ip_f ,
\]

which shrinks to zero as \(\sqrt s\) falls to the larger of \(m_1+m_2\) and \(m_3+m_4\). For a constant \(|M|^2\), the total cross section is the density times this length, namely \(\sigma=|M|^2p_f/(16\pi s\,p_i)\), and so is proportional to \(p_f\) at given \(s\) and given initial masses.

This also shows why the tempting solution can survive a careless check. Its density is the right one times \(p_f/p_i\), while its range is \(4p_i^2\), the right one times \(p_i/p_f\). For constant \(|M|^2\) the two errors cancel in the total. They do not cancel in \(d\sigma/dt\).

If particles 3 and 4 are identical, exchanging them gives the same final state. An integral over the full range of \(t\) then needs a factor \(1/2\).

The numerical check tests these results without using the change of variable. It integrates over the final momentum with particle 2 at rest, for three trial forms of \(|M|^2\), and requires agreement with the \(t\) formula within two parts in \(10^3\); the printed values differ by less than one part in \(10^4\) of the \(t\)-formula value. It also compares the limits with a scan of allowed events.

## Muon pairs at 300 MeV

### The squared amplitude

Label \(e^-,e^+,\mu^-,\mu^+\) as 1, 2, 3, 4. Up to a phase, the one-photon amplitude is

\[
M=\frac{e^2}{s}\,\bar v(p_2)\gamma^\mu u(p_1)\;\bar u(p_3)\gamma_\mu v(p_4),\qquad e^2=4\pi\alpha .
\]

The spin sums \(\sum u\bar u=\gamma\cdot p+m\) and \(\sum v\bar v=\gamma\cdot p-m\) turn \(|M|^2\) into a product of two traces, with a factor \(1/4\) for the initial spin average. In the electron trace, terms with an odd number of gamma matrices vanish. The standard traces of two and four matrices give

\[
\begin{aligned}
L^{\mu\nu}&=\mathrm{Tr}\left[(\gamma\cdot p_2-m_e)\gamma^\mu(\gamma\cdot p_1+m_e)\gamma^\nu\right]\\
&=4\left[p_2^\mu p_1^\nu+p_2^\nu p_1^\mu-g^{\mu\nu}(p_1\cdot p_2+m_e^2)\right].
\end{aligned}
\]

Because \(s=2m_e^2+2p_1\cdot p_2\), the last bracket is \(s/2\). The muon trace has the same form with \(p_3,p_4,m_\mu\), and its bracket is also \(s/2\). Contracting the two, with \(g^{\mu\nu}g_{\mu\nu}=4\), gives 16 times

\[
2(p_1\cdot p_3)(p_2\cdot p_4)+2(p_1\cdot p_4)(p_2\cdot p_3)
-s(p_1\cdot p_2+p_3\cdot p_4)+s^2 .
\]

Let \(\Sigma=m_e^2+m_\mu^2\). Then \(p_1\cdot p_2+p_3\cdot p_4=s-\Sigma\), so the last two terms add to \(s\Sigma\). Further, \(p_1\cdot p_3=p_2\cdot p_4=(\Sigma-t)/2\) and \(p_1\cdot p_4=p_2\cdot p_3=(\Sigma-u)/2\). Multiplying by \(16e^4/(4s^2)\),

\[
|M|^2=\frac{2e^4}{s^2}\left[(t-\Sigma)^2+(u-\Sigma)^2+2s\Sigma\right].
\]

### The limits and the distribution

All four energies are \(\sqrt s/2\), so \(2E_1E_3=s/2\) and \(t_\pm=\Sigma-s/2\pm2p_ip_f\). The momenta are \(p_i=149.9991\) MeV and \(p_f=106.4721\) MeV. With \(\Sigma=11163.95\) MeV² and \(s/2=45000\) MeV²,

\[
t_\pm=-33836.0\pm31941.4\ \text{MeV}^2,
\]

that is, \(t_-=-65777\) MeV² and \(t_+=-1895\) MeV². The tempting limits would be about \(-90000\) MeV² and 0, and the tempting density would be too small by the factor \(p_f/p_i=0.710\) at every allowed \(t\).

Define \(\beta_e=\sqrt{1-4m_e^2/s}\) and \(\beta_\mu=\sqrt{1-4m_\mu^2/s}\), the speeds in the centre-of-mass frame, and let \(b=\beta_e\beta_\mu\), \(x=\cos\theta\). Since \(p_i=\sqrt s\,\beta_e/2\) and \(p_f=\sqrt s\,\beta_\mu/2\), we have \(2p_ip_f=sb/2\). The expression for \(t\) and the sum rule then give

\[
t-\Sigma=-\frac s2(1-bx),\qquad u-\Sigma=-\frac s2(1+bx).
\]

The two squares add to \(s^2(1+b^2x^2)/2\), and

\[
|M|^2=e^4\left(1+b^2x^2+\frac{4\Sigma}{s}\right).
\]

At \(x=1/2\), with \(e^2=0.0917012\), \(b=0.70981\) and \(4\Sigma/s=0.49618\), this is \(0.0084091\times1.62213=0.013641\). Dividing by \(16\pi\lambda_i\), where \(\lambda_i=8.0999\times10^9\) MeV⁴, yields

\[
\frac{d\sigma}{dt}=3.350\times10^{-14}\ \text{MeV}^{-4}
\quad\text{at }t=-17865\ \text{MeV}^2 .
\]

The density is \(3.090\times10^{-14}\) MeV⁻⁴ in the middle of the range and \(4.131\times10^{-14}\) MeV⁻⁴ at both ends. The symmetry and the minimum in the middle follow from the \(x^2\) term.

### The total cross section

Use \(dt=(sb/2)\,dx\) and \(\lambda_i=4s\,p_i^2=s^2\beta_e^2\):

\[
\begin{aligned}
\sigma&=\frac{e^4}{16\pi s^2\beta_e^2}\,\frac{sb}{2}\int_{-1}^{1}\left(1+b^2x^2+\frac{4\Sigma}{s}\right)dx\\
&=\frac{\pi\alpha^2}{s}\,\frac{\beta_\mu}{\beta_e}\left(1+\frac{b^2}{3}+\frac{4\Sigma}{s}\right).
\end{aligned}
\]

The second line uses \(e^4=16\pi^2\alpha^2\) and \(b/\beta_e^2=\beta_\mu/\beta_e\). Put \(a=m_e^2/s\) and \(c=m_\mu^2/s\). Then \(b^2=(1-4a)(1-4c)\), and the bracket becomes

\[
\frac43+\frac83(a+c)+\frac{16}{3}ac=\frac43(1+2a)(1+2c).
\]

Thus

\[
\sigma=\frac{4\pi\alpha^2}{3s}\,\frac{\beta_\mu}{\beta_e}
\left(1+\frac{2m_e^2}{s}\right)\left(1+\frac{2m_\mu^2}{s}\right).
\]

The first factor is \(2.4784\times10^{-9}\) MeV⁻², the velocity ratio is \(0.70982\), and the mass factors multiply to \(1.24809\). The product is

\[
\sigma=2.196\times10^{-9}\ \text{MeV}^{-2}=0.855\ \mu\text{b},
\]

where \(1\ \text{MeV}^{-2}=3.8938\times10^8\ \mu\text{b}\). This is the tree-level one-photon value. It leaves out radiative corrections and \(Z\) exchange, so its three digits belong to the approximation and not to a measured rate. The electron loop in the photon propagator alone raises \(\alpha\) by the fraction \((\alpha/3\pi)\left[\ln(s/m_e^2)-5/3\right]\approx0.0086\), and hence \(\sigma\) by about 1.7 percent. Further photon exchange between the outgoing muons and radiation from the incoming electrons are also effects of percent size. \(Z\) exchange, of relative order \(s/m_Z^2\approx10^{-5}\), is negligible at this energy. The kinematic results (a) and (c) do not depend on that approximation, and (b) holds for whatever amplitude is inserted under the stated conditions.

## Table of computed values

```
Tests with round masses (GeV)
masses m1, m2, m3, m4 = (1.0, 2.0, 0.5, 1.5) GeV; beam = 3.0 GeV
  s = 17.6491 GeV^2, sum of squared masses = 7.5000 GeV^2
  formula limits of t: -10.3693 to -0.1197 GeV^2
  scanned limits of t: -10.3693 to -0.1198 GeV^2
masses m1, m2, m3, m4 = (3.0, 1.0, 1.0, 3.0) GeV; beam = 4.0 GeV
  s = 20.0000 GeV^2, sum of squared masses = 20.0000 GeV^2
  formula limits of t: 0.0000 to 3.2000 GeV^2
  scanned limits of t: 0.0000 to 3.2000 GeV^2
Cross section for trial |M|^2: direct integral, then t formula
  |M|^2 = 1: 1.41603e-03, 1.41603e-03 GeV^-2
  |M|^2 = (t/GeV^2)^2: 5.13472e-02, 5.13449e-02 GeV^-2
  |M|^2 = 1/(1 - t/GeV^2)^2: 1.11230e-04, 1.11229e-04 GeV^-2
Worked example: e- e+ -> mu- mu+, tree level
electron mass = 0.510999 MeV
muon mass = 105.6584 MeV
fine-structure constant = 0.00729735
e^2 = 4 pi alpha = 0.0917012
sqrt(s) = 300.0 MeV
s = 90000.0 MeV^2
threshold 2 m_mu = 211.3168 MeV
lambda initial = 8.099906e+09 MeV^4
lambda final = 4.081071e+09 MeV^4
p_i = 149.9991 MeV
p_f = 106.4721 MeV
beta_e = 0.9999942
beta_mu = 0.709814
lower limit of t = -65777.49 MeV^2
upper limit of t = -1894.60 MeV^2
length of t range = 63882.89 MeV^2
event cos(theta) = 0.5: t = -17865.32 MeV^2
event cos(theta) = 0.5: u = -49806.77 MeV^2
s + t + u of event = 22327.91 MeV^2
sum of squared masses = 22327.91 MeV^2
|M|^2 of event = 1.364071e-02
d sigma/dt at event = 3.35033e-14 MeV^-4
d sigma/dt at lower limit = 4.13078e-14 MeV^-4
d sigma/dt at middle = 3.09018e-14 MeV^-4
d sigma/dt at upper limit = 4.13078e-14 MeV^-4
sigma, integral over t = 2.195682e-09 MeV^-2
sigma, closed form = 2.195682e-09 MeV^-2
conversion: 1 MeV^-2 = 3.893794e+08 microbarn
sigma = 0.85495 microbarn
```
